# Two derivations of the quantum defect condition for a Coulomb tail, part 1

(Sections cited here and not found follow in the later parts.)

## The result

An electron of orbital angular momentum $l$ moves in a central potential $V(r)$ that equals $-1/r$ exactly for $r\ge r_c$ and has some other form inside the core radius $r_c$. Hartree atomic units are used. A negative energy is written as

$$E=-\frac{1}{2\nu^2},\qquad \nu>0,$$

which defines $\nu$ at every energy below threshold, not only at the levels. Outside the core there is a pair of real Coulomb solutions $f$ and $g$, constructed below, with Wronskian $fg'-f'g=2/\pi$, and the radial function that is regular at the origin continues outside as

$$u=N\,(f\cos\pi\mu-g\sin\pi\mu),\qquad r\ge r_c. \tag{1}$$

The number $\mu$ is the quantum defect. The function (1) is normalizable if and only if

$$\sin\pi(\nu+\mu)=0, \tag{2}$$

that is $\nu+\mu=n$ with $n$ an integer, and therefore

$$E=-\frac{1}{2(n-\mu)^2}. \tag{3}$$

Four qualifications belong to the statement. The defect is a function $\mu_l(E)$, so (3) is an implicit equation for $E$. The real pair $f,g$ is defined for $\nu>l$. The form (1) fixes $\mu$ only up to an integer; when $\mu$ is followed continuously from zero as the core is switched on, and the level stays in $\nu>l$ on the way, $n$ equals $n_r+l+1$, where $n_r$ is the number of radial nodes. Finally, $\mu$ is a smooth function of $E$ up to threshold, and (3) is most useful when $\mu$ also varies slowly there, as it does in the worked example. Slow variation is not guaranteed: for larger $l$, a state held inside the centrifugal barrier at an energy near threshold can make $\mu$ rise by almost one over a few neighbouring levels. A different kind of rapid variation, at deep energies, is discussed with (35). For hydrogen itself $\mu=0$ at every energy.

Both derivations use the same pair $f,g$, the same matching at $r_c$ and the same notion of a decaying solution. They differ in how the angle $\pi\nu$ is brought in. The first follows the Frobenius solutions, defined by their series at the origin, outward and finds how fast they grow. The second starts from the decaying solution and follows it inward. Three standard properties of the gamma function are used: the reflection formula $\Gamma(x)\Gamma(1-x)=\pi/\sin\pi x$, the consequence $\Gamma(k+\alpha)/\Gamma(k+\alpha')\sim k^{\alpha-\alpha'}$ ($k\to\infty$) of Stirling's formula, and Binet's integral for $\psi=\Gamma'/\Gamma$.

## The Coulomb pair

### Frobenius solutions for a continuous index

With the wave function written as $u(r)Y_{lm}/r$, the radial equation outside the core is

$$u''+\Big[2E+\frac{2}{r}-\frac{\lambda^2-\tfrac14}{r^2}\Big]u=0, \tag{4}$$

where $\lambda=l+\tfrac12$, since $(l+\tfrac12)^2-\tfrac14=l(l+1)$. For integer $l$ the two exponents at the origin differ by an integer and the second solution in general contains a logarithm. This is avoided by treating $\lambda$ as a continuous parameter and letting $\lambda\to l+\tfrac12$ at the end. The Wronskian is $W[a,b]=ab'-a'b$ with derivatives in $r$. For two solutions of (4), $W'=ab''-a''b=0$, so it is independent of $r$.

Insert $u=\sum_k a_k r^{k+\lambda+1/2}$ into (4). The second derivative and the centrifugal term give the factor $(k+\lambda+\tfrac12)(k+\lambda-\tfrac12)-(\lambda^2-\tfrac14)=k(k+2\lambda)$, so

$$k(k+2\lambda)\,a_k=-2a_{k-1}-2E\,a_{k-2},\qquad a_0=\frac{2^{\lambda+1/2}}{\Gamma(1+2\lambda)}. \tag{5}$$

The solution with this $a_0$ is called $y_\lambda$. Each $a_k$ is a polynomial in $E$. It is a sum of terms in each of which a factor $1/(j+2\lambda)$ occurs at most once for each $j\le k$, and $1/\Gamma(1+2\lambda)$ has a simple zero at every $2\lambda=-j$, so $a_k$ is also free of poles in $\lambda$. The terms $t_k=a_kr^{k}$ obey $|t_k|\le(2r|t_{k-1}|+2|E|r^2|t_{k-2}|)/(k|k+2\lambda|)$, so beyond some $k$ they fall faster than any geometric series, uniformly for $E$ and $\lambda$ in bounded regions. Hence at fixed $r>0$ the function $y_\lambda$ is entire in $E$ and in $\lambda$. Equation (4) contains only $\lambda^2$, so $y_{-\lambda}$ solves the same equation.

The Wronskian of $y_\lambda$ and $y_{-\lambda}$ is a series in integer powers of $r$ and is constant, so it equals its $r^0$ term, which comes from the two leading terms. For those, $W[r^{1/2+\lambda},r^{1/2-\lambda}]=(\tfrac12-\lambda)-(\tfrac12+\lambda)=-2\lambda$, and the product of the two $a_0$ is $2/[\Gamma(1+2\lambda)\Gamma(1-2\lambda)]$. The reflection formula in the form $\Gamma(1+x)\Gamma(1-x)=\pi x/\sin\pi x$ with $x=2\lambda$ gives

$$W[y_\lambda,y_{-\lambda}]=-4\lambda\,\frac{\sin2\pi\lambda}{2\pi\lambda}=-\frac{2}{\pi}\sin2\pi\lambda. \tag{6}$$

### The Kummer form

Set $z=2r/\nu$, so $d/dz=(\nu/2)\,d/dr$. Multiplying (4) by $\nu^2/4$ and using $(\nu^2/4)\,2E=-\tfrac14$ and $(\nu^2/4)(2/r)=\nu/z$ gives

$$\frac{d^2u}{dz^2}+\Big[-\frac14+\frac{\nu}{z}-\frac{\lambda^2-\frac14}{z^2}\Big]u=0. \tag{7}$$

For any constant $s$, the substitution $u=z^se^{-z/2}w$ gives $u_{zz}=z^se^{-z/2}\big[w_{zz}+(2s/z-1)w_z+(s(s-1)/z^2-s/z+\tfrac14)w\big]$, so that (7) becomes

$$w_{zz}+\Big(\frac{2s}{z}-1\Big)w_z+\Big[\frac{\nu-s}{z}+\frac{(s-\frac12)^2-\lambda^2}{z^2}\Big]w=0. \tag{8}$$

The choice $s=\lambda+\tfrac12$ removes the last term and leaves Kummer's equation

$$zw_{zz}+(b-z)w_z-aw=0,\qquad a=\tfrac12+\lambda-\nu,\quad b=1+2\lambda. \tag{9}$$

A power series $w=\sum c_kz^k$ obeys $(k+1)(k+b)c_{k+1}=(k+a)c_k$, which is solved by $c_k=(a)_k/[\Gamma(b+k)\,k!]$ with $(a)_k=a(a+1)\cdots(a+k-1)$. Since $\nu z=2r$, the function

$$y_\lambda=(\nu z)^{\lambda+1/2}e^{-z/2}\,\Phi(z),\qquad \Phi(z)=\sum_{k=0}^\infty\frac{(a)_k\,z^k}{\Gamma(b+k)\,k!}, \tag{10}$$

has the Frobenius form with the leading coefficient of (5). The recurrence (5) determines the rest when $2\lambda$ is not a negative integer, and continuity in $\lambda$ extends the equality to those values. In Whittaker's notation $y_\lambda=\nu^{\lambda+1/2}M_{\nu,\lambda}(z)/\Gamma(1+2\lambda)$.

### Definition of $f$ and $g$

Define

$$A_\lambda=\frac{\Gamma(\nu+\lambda+\frac12)}{\nu^{2\lambda}\,\Gamma(\nu-\lambda+\frac12)}=\frac{1}{A_{-\lambda}},\qquad f_{\lambda}=A_\lambda^{1/2}y_\lambda,\qquad f_{-\lambda}=A_\lambda^{-1/2}y_{-\lambda},$$

$$g_\lambda=\frac{f_\lambda\cos2\pi\lambda-f_{-\lambda}}{\sin2\pi\lambda}. \tag{11}$$

Both gamma functions have positive arguments when $\nu>|\lambda|-\tfrac12$, which at $\lambda=l+\tfrac12$ reads $\nu>l$. In that range $A_\lambda>0$ and the functions are real. The factors $A^{\pm1/2}$ cancel in $W[f_\lambda,f_{-\lambda}]$, so by (6)

$$W[f_\lambda,g_\lambda]=-\frac{W[y_\lambda,y_{-\lambda}]}{\sin2\pi\lambda}=\frac{2}{\pi}. \tag{12}$$

The reason for this normalization appears in both derivations: it makes a certain amplitude even in $\lambda$.

### The limit $\lambda\to l+\tfrac12$

At $\lambda=l+\tfrac12$ the denominator in (11) vanishes and $\cos2\pi\lambda=-1$, so the limit exists if $f_{-\lambda}=-f_\lambda$ there. Let $m=2l+1$. For $y_{-\lambda}$ the parameters in (10) are $a'=-l-\nu$ and $b'=1-m$. The factor $1/\Gamma(1-m+k)$ vanishes for $k<m$. For $k=m+j$ one has $\Gamma(b'+k)=j!$, then $k!=\Gamma(2l+2+j)=\Gamma(b+j)$, and $(a')_{m+j}=(a')_m\,(a'+m)_j$ with $a'+m=l+1-\nu=a$. The sum is therefore $(a')_mz^m\Phi(z)$ with the $\Phi$ of $y_\lambda$. The powers combine as $(\nu z)^{-l}z^m=\nu^{-m}(\nu z)^{l+1}$, and $(a')_m$ is a product of $2l+1$ factors $-(\nu+s)$ with $s=-l,\dots,l$. Hence

$$y_{-l-1/2}=-A\,y_{l+1/2},\qquad A=\frac{1}{\nu^{2l+1}}\prod_{s=-l}^{l}(\nu+s)=\prod_{s=1}^{l}\Big(1-\frac{s^2}{\nu^2}\Big)=\prod_{s=1}^{l}(1+2Es^2). \tag{13}$$

The product $\prod_{s=-l}^l(\nu+s)$ equals $\Gamma(\nu+l+1)/\Gamma(\nu-l)$, so this $A$ is $A_\lambda$ at $\lambda=l+\tfrac12$, and $f_{-\lambda}=A^{-1/2}(-Ay_\lambda)=-f_\lambda$, as required. From here on $y$, $f$, $g$ without index mean the values at $\lambda=l+\tfrac12$.

L'Hôpital's rule gives $g$. The $\lambda$-derivative of the numerator of (11), where $\cos2\pi\lambda=-1$ and $\sin2\pi\lambda=0$, is $-\partial_\lambda f_\lambda-\partial_\lambda(f_{-\lambda})$, and that of the denominator is $-2\pi$, so $g=(1/2\pi)\,\partial_\lambda(f_\lambda+f_{-\lambda})$. Let

$$L=\partial_\lambda\ln A_\lambda\big|_{l+1/2}=\psi(\nu+l+1)+\psi(\nu-l)-2\ln\nu .$$

Then $\partial_\lambda f_\lambda=A^{1/2}\partial_\lambda y_\lambda+\tfrac12Lf$ and $\partial_\lambda(f_{-\lambda})=A^{-1/2}\partial_\lambda(y_{-\lambda})-\tfrac12Lf_{-\lambda}=A^{-1/2}\partial_\lambda(y_{-\lambda})+\tfrac12Lf$. Adding and taking out $A^{-1/2}$,

$$g=A^{-1/2}\,(g^0+Gy),\qquad g^0=\frac{1}{2\pi}\big[A\,\partial_\lambda y_\lambda+\partial_\lambda(y_{-\lambda})\big],\qquad G=\frac{AL}{2\pi}. \tag{14}$$

Because $y_{\pm\lambda}$ is entire in $E$ and $\lambda$ and $A$ is a polynomial in $E$, the function $g^0$ is entire in $E$. All the remaining energy dependence of $g$ lies in the two explicit functions $A$ and $G$.

To see how $L$ behaves near threshold, apply $\psi(x+1)=\psi(x)+1/x$ repeatedly: $\psi(\nu+l+1)=\psi(\nu)+\sum_{s=0}^l1/(\nu+s)$ and $\psi(\nu-l)=\psi(\nu)-\sum_{s=1}^l1/(\nu-s)$. With $1/(\nu+s)-1/(\nu-s)=-2s/(\nu^2-s^2)$ and Binet's formula $\psi(\nu)=\ln\nu-\frac{1}{2\nu}-2\int_0^\infty t\,dt/[(t^2+\nu^2)(e^{2\pi t}-1)]$,

$$L=-4\int_0^\infty\frac{t\,dt}{(t^2+\nu^2)(e^{2\pi t}-1)}-\sum_{s=1}^l\frac{2s}{\nu^2-s^2}. \tag{15}$$

This has no poles for $\nu>l$. With $1/\nu^2=-2E$ the first denominator becomes $(1-2Et^2)/(-2E)$, so the integral can be differentiated with respect to $E$ any number of times for $E\le0$. When $1/(1-2Et^2)$ is expanded in powers of $E$, the coefficient of $E^{k+1}$ in the integral term is $2^{k+3}\int_0^\infty t^{2k+1}dt/(e^{2\pi t}-1)=2^{k+3}(2k+1)!\sum_{j\ge1}(2\pi j)^{-2k-2}$, which grows factorially, while the finite sum is analytic at $E=0$. The Taylor series at $E=0$ is therefore asymptotic and does not converge. The leading term follows from $\int_0^\infty t\,dt/(e^{2\pi t}-1)=\sum_k(2\pi k)^{-2}=1/24$ and $\sum_{s=1}^l 2s=l(l+1)$:

$$L=-\frac{\frac16+l(l+1)}{\nu^2}+O(\nu^{-4}).$$

At threshold $A=1$ and $G=0$. The recurrence (5) with $E=0$ gives $y_\lambda=\sum_k(-1)^k(2r)^{k+\lambda+1/2}/[k!\,\Gamma(k+1+2\lambda)]$, which is $\sqrt{2r}\,J_{2\lambda}(x)$ with $x=\sqrt{8r}$, since the Bessel series runs in powers of $x/2=\sqrt{2r}$. Definition (11) with $A_\lambda\to1$ is then the definition of the Neumann function, so

$$f\to\sqrt{2r}\,J_{2l+1}(\sqrt{8r}),\qquad g\to\sqrt{2r}\,Y_{2l+1}(\sqrt{8r})\qquad(E\to0^-), \tag{16}$$

with corrections of order $E$ at fixed $r$. At large $x$, $J_p$ and $Y_p$ behave as $\sqrt{2/\pi x}$ times the cosine and the sine of $\varphi=x-p\pi/2-\pi/4$, so at threshold $f\cos\pi\mu-g\sin\pi\mu\propto\cos(\varphi+\pi\mu)$. The angle $\pi\mu$ is the phase by which the core advances the oscillation relative to hydrogen.

## Matching at the core radius

Assume that inside the core $rV(r)$ is a power series with radius of convergence $\rho>r_c$. The regular solution $u=\sum c_kr^{k+l+1}$ with $c_0=1$ obeys $k(k+2l+1)c_k=\sum_{j\ge0}v_jc_{k-1-j}$, where the $v_j$ are the coefficients of $2r(V-E)$, so each $c_k$ is a polynomial in $E$. For bounded $E$ there is an $M$ with $|v_j|\le M\rho_1^{-j}$ for some $\rho_1$ between $r_c$ and $\rho$. Take $r_c<R<\rho_1$. If $|c_i|\le KR^{-i}$ for all $i<k$, the sum is at most $MKR^{-(k-1)}/(1-R/\rho_1)$, and the same bound follows for $c_k$ once $k^2\ge MR/(1-R/\rho_1)$; the finitely many earlier $k$ are absorbed in $K$. The series thus converges uniformly, and $u(r_c)$ and $u'(r_c)$ are entire in $E$.

Both $u$ and $u'$ are continuous at $r_c$, because $V$ is finite there. Outside, $u$ is a real combination of the independent solutions $f$ and $g$, and any nonzero pair of real coefficients can be written as $N\cos\pi\mu$ and $-N\sin\pi\mu$. This is (1). Taking Wronskians with $W[f,g]=2/\pi=-W[g,f]$,

$$W[u,f]=\frac{2N}{\pi}\sin\pi\mu,\qquad W[u,g]=\frac{2N}{\pi}\cos\pi\mu,\qquad\tan\pi\mu=\frac{W[u,f]}{W[u,g]}\bigg|_{r_c}. \tag{17}$$

The left sides are computed at $r_c$ from the inner solution. Replacing $\mu$ by $\mu+1$ and $N$ by $-N$ leaves (1) unchanged, which is the integer ambiguity. With $N>0$ the signs of the two Wronskians fix $\mu$ up to an even integer.

The sign of a small defect follows from (17). Let $\Delta V=V+1/r$, and let $f$ be continued into the core as the hydrogen solution. Then $(uf'-u'f)'=uf''-u''f=-2\Delta V\,uf$, and the Wronskian vanishes at the origin, so $\sin\pi\mu=-(\pi/N)\int_0^{r_c}f\,\Delta V\,u\,dr$ exactly. To first order in $\Delta V$, $u/N\approx f$ and $\mu\approx-\int_0^{r_c}\Delta Vf^2dr$, which is positive for a core more attractive than $-1/r$.

This part has constructed the real Coulomb pair $f,g$ outside the core and shown how matching at $r_c$ determines the quantum defect $\mu$. It remains to derive the bound-state condition (2) in two ways and to apply it to the levels.
